Why Dzyaloshinskii-Moriya coupling on one bond need not split the triplet

**1. What symmetry allows**

Two spins 1/2, S1 and S2, sit on the ends of one bond, with no applied field. With ħ = 1, their most general bilinear coupling is

H = Σ_ab S1a K_ab S2b,

where K is a real 3×3 matrix with the dimension of energy. Its nine entries split into a scalar (the trace), a vector (the antisymmetric part) and a traceless symmetric tensor: 9 = 1 + 3 + 5. The vector part is the Dzyaloshinskii-Moriya term D·(S1×S2).

Exchanging the two sites turns K into its transpose, so it reverses D and leaves the symmetric part alone. The exchange is a unitary operation and cannot change the levels, which are therefore even in D. Moreover, S1×S2 is odd under the exchange, while all three triplet states are even. It has no matrix elements within the triplet and acts only through the singlet, a distance J0 away, where J0 is the coefficient of S1·S2. By dimensions, the splitting caused by a weak D is

splitting = (number) × D²/J0.

A symmetric tensor acts within the triplet at first order. If D is first order in spin-orbit coupling and the tensor second order, both split the triplet at second order. Keeping D and dropping the smaller tensor is then inconsistent. The question is how the two contributions compare.

**2. The contribution of D alone**

Let D = D n, with n a unit vector, and measure spin components along n, called z here. Take

H = J0 S1·S2 + D (S1×S2)z + Γ S1z S2z,

where Γ is the symmetric term, to be switched on later. It is not traceless: it includes a scalar part (Γ/3) S1·S2, which is kept with it here, so that J0 is the symmetric coupling of the components normal to n. With S± = Sx ± i Sy,

S1x S2x + S1y S2y = ½(S1+ S2− + S1− S2+),

(S1×S2)z = S1x S2y − S1y S2x = (i/2)(S1+ S2− − S1− S2+).

The total component m along n is conserved. For m = ±1 the flip terms vanish and S1z S2z = 1/4. For m = 0, S1z S2z = −1/4, and the states ↑↓ and ↓↑ are connected by (J0 ± iD)/2, whose modulus is ½√(J0² + D²). Hence

E(m = ±1) = (J0 + Γ)/4,

E(m = 0) = −(J0 + Γ)/4 ± ½√(J0² + D²).

For J0 > 0, the lower m = 0 level is the singlet when D = Γ = 0, and the upper one completes the triplet. With Γ = 0, the upper level lies above m = ±1 by

δ_D = ½[√(J0² + D²) − J0] ≈ D²/(4J0) for |D| ≪ J0, J0 > 0.

The number left open by the dimensional argument is 1/4.

**3. The contribution of the symmetric term alone**

With D = 0 and J0 > 0, the upper m = 0 level is −(J0 + Γ)/4 + J0/2 = (J0 − Γ)/4. Relative to m = ±1 it is shifted by

δ_Γ = (J0 − Γ)/4 − (J0 + Γ)/4 = −Γ/2.

A positive Γ lowers the level that D raises. Within the m = 0 pair the Γ term is a constant, so it does not alter the mixing due to D, and the two shifts add without a cross term:

δ = δ_D + δ_Γ = ½[√(J0² + D²) − J0 − Γ].

The triplet is degenerate when

Γ = √(J0² + D²) − J0.

**4. The balance is a rotation**

Set J = √(J0² + D²), J0 = J cos θ and D = J sin θ. The balanced value is Γ = J(1 − cos θ). Now define

S2′ = R S2 = cos θ S2 + (1 − cos θ) n (n·S2) − sin θ n×S2.

This is a proper rotation about n. Take the scalar product with S1. Since S1·(n×S2) = n·(S2×S1) = −n·(S1×S2), the last term changes sign, and

J S1·S2′ = J cos θ S1·S2 + J sin θ n·(S1×S2) + J(1 − cos θ)(n·S1)(n·S2).

This is the balanced Hamiltonian. The components of S2′ obey the same commutation rules as those of S2, so the levels are those of ordinary exchange: a singlet at −3J/4 and a triplet at J/4. The triplet states have total spin 1 with respect to S1 + S2′, and in general not with respect to S1 + S2.

The balance holds at every angle, not only at small ones, as two examples show. At θ = 90°, J0 = 0 and D = Γ = J: there is no S1·S2 term, yet the triplet is degenerate. At θ = 180°, D = 0, J0 = −J and Γ = 2J: a coupling with no antisymmetric part is still isotropic exchange in disguise.

No other kind of bilinear coupling has a threefold level. Any K can be written as K = R1 diag(k1, k2, k3) R2ᵀ with proper rotations R1 and R2, if one k_i carries the sign of the determinant. Rotating each spin separately leaves H = Σ_i k_i S1i S2i. The operators P_i = 4 S1i S2i commute, have eigenvalues ±1, and satisfy Px Py Pz = (σxσyσz)⊗(σxσyσz) = i·i = −1. The traces of Px, Py and PxPy vanish, so each pair of signs of Px and Py occurs once. The four levels are

E0 = −(k1 + k2 + k3)/4,

E_i = (k1 + k2 + k3 − 2k_i)/4, i = 1, 2, 3.

Thus E_i = E_j requires k_i = k_j, while E0 = E_i requires the other two k's to be opposite. In either way of making three levels coincide, |k1| = |k2| = |k3|; conversely, equal magnitudes always give such a coincidence. This means KᵀK = J²·1, or K = J R with R a proper rotation and J of either sign.

**5. How a one-orbital bond supplies the right Γ**

Spin algebra permits the balance but does not enforce it. A microscopic model that does has one orbital Kramers doublet per site, on-site repulsion U_H, two electrons, and hopping

Σ_αβ c1α† T_αβ c2β + h.c.

Write T = a0 + a·σ. In the usual time-reversal convention for the doublets, invariance requires σy T* σy = T. Because σy σ* σy = −σ, a0 must be real and a imaginary:

T = t0 + i t·σ, with t0 and t = |t| n real.

Then T T† = t0² + |t|² ≡ τ², so T = τU with

U = cos(θ/2) + i n·σ sin(θ/2), tan(θ/2) = |t|/t0.

Define c2′ = U c2. The hopping becomes τ Σ_α c1α† c2α′ + h.c., with no spin dependence. The repulsion on site 2 is U_H N2(N2 − 1)/2, where N2 is the electron number, and is unchanged. The model is now the ordinary Hubbard dimer.

In its triplet, hopping is blocked by the Pauli principle and the energy is 0 for any τ/U_H. The singlet with one electron per site is coupled by 2τ to the symmetric combination of the two doubly occupied states, at energy U_H. The matrix with rows (0, 2τ) and (2τ, U_H) has the lower eigenvalue −J, where

J = ½[√(U_H² + 16τ²) − U_H] ≈ 4τ²/U_H for τ ≪ U_H.

The four low levels are therefore described by J(S1·S2′ − 1/4).

To return to the original spins, use S2′ = ½ c2† U†σU c2. For n along z,

U†σxU = σx exp(iθσz) = cos θ σx + sin θ σy,

U†σyU = σy exp(iθσz) = cos θ σy − sin θ σx,

and σz is unchanged. This is the rotation R of section 4. From the half-angle, cos θ = (t0² − |t|²)/τ², sin θ = 2t0|t|/τ² and 1 − cos θ = 2|t|²/τ². To leading order in τ/U_H,

J0 = 4(t0² − |t|²)/U_H, D = 8t0|t|/U_H, Γ = 8|t|²/U_H.

D is linear and Γ quadratic in the spin-dependent hopping, as assumed in section 1. Both come from the same hopping process as J0, which is why J0 and D together fix Γ in this model, with its single doublet per site and single hopping matrix.

**6. Weighing the terms in numbers**

Take a model bond with U_H = 4 eV, t0 = 0.20 eV, |t| = 0.05 eV and n = (1, 2, 2)/3. The output calls n the "bond axis"; it is the axis of D and of the spin rotation, and need not point along the bond. Then

τ = √(0.20² + 0.05²) = 0.2062 eV,

θ = 2 arctan(0.05/0.20) = 28.07°,

J = ½[√(16 + 0.68) − 4] = 0.04206 eV = 1.546×10⁻³ hartree.

The leading-order value, 0.0425 eV, is about 1% above this J. The exchange matrix extracted from the four lowest Hubbard states gives

J0 = 0.03711 eV, D = 0.01979 eV, Γ = 0.00495 eV.

D is 53% of J0, and Γ only 13%. Their effects on the triplet are nevertheless equal and opposite:

D alone: δ_D = ½(0.042058 − 0.037110) = +0.00247 eV,

symmetric term alone: δ_Γ = −0.004948/2 = −0.00247 eV.

With both, the numerical triplet spread is below 10⁻¹² eV. Dropping the whole Γ term, with J0 and D held fixed, would create a false splitting of 0.00247 eV, or 9.09×10⁻⁵ hartree. The weak-coupling estimate D²/(4J0) gives 0.00264 eV, about 7% above the full δ_D.

Classical vectors of length 1/2 show the same competition. Fix S1 along a unit vector u and let S2 relax. The energy is lowest when S2 is opposite to Kᵀu, giving −|Kᵀu|/4. For D alone, Kᵀu = J0 u + D n×u. The energy is −J0/4 = −0.00928 eV for u along n and −J/4 = −0.01051 eV for u normal to n, so D alone favours the plane normal to n. With both terms Kᵀu = J Rᵀu has length J for every u, and the energy is −0.01051 eV in both directions. The two spins are antiparallel when S1 lies along n and canted away from antiparallel otherwise, but S1 has no preferred direction.

**7. What upsets the balance**

Site-energy offsets and intersite density repulsion depend only on site charges, which U leaves unchanged. They do not split the triplet.

Direct exchange J_F S1·S2 between the unrotated spins is different. In the spin model it replaces J0 by J0 + J_F without adjusting D or Γ, so for J0 + J_F > 0 the triplet splits by

δ = ½[√((J0 + J_F)² + D²) − J0 − J_F − Γ].

For J_F = −0.005 eV this is 0.00033 eV, about 13% of the false splitting above.

Breaking time reversal can also matter. The argument of section 5 needs only T T† ∝ 1, so an overall phase on T is harmless, but unequal hopping magnitudes for the two spin species are not. If T = t0 + |t|σz, the two spin species hop with t↑ = 0.25 eV and t↓ = 0.15 eV. The m = 0 triplet state then couples to a doubly occupied state with amplitude t↑ − t↓ and is lowered by about (t↑ − t↓)²/U_H = 0.0025 eV, while m = ±1 stay put. The computed splitting is 0.00250 eV.

A uniform field reveals the rotation even when the zero-field triplet is degenerate. For a Zeeman term h·(S1 + S2), with equal isotropic g factors absorbed in h, h·S2 = (R h)·S2′. Within the triplet, S1 and S2′ each act as half the total rotated spin, so the first-order slope is |h + R h|/(2|h|). It equals 1 along n and cos(θ/2) = 0.970 normal to n.

Real ions add effects absent from the one-orbital model. With several orbitals per site, Hund coupling makes the energy of the doubly occupied states depend on their spin and orbital state, and the triplet splits; for a j = 1/2 doublet of t2g orbitals this splitting can be comparable to Γ/2. A bond bridged by two ligands whose paths carry different spin rotations is itself a ring, and its triplet splits as well. The balance is a reference point for real bonds, not a rule they must obey.

Finally, the result concerns one bond. In an open chain, each new spin can be redefined to absorb the rotation on its bond. In a ring this succeeds if the ordered product of rotations is the identity. Consider a triangle with the same J, θ and n on each bond, followed in one sense around the ring. The fully polarized states have energy 3J/4. One reversed spin gives −J/4 + J cos(q + θ), with q = 0 or ±120°. For |θ| < 60° the highest of these has q = 0, and the quartet of the isotropic triangle splits by

3J/4 − (−J/4 + J cos θ) = J(1 − cos θ) = 0.00495 eV.

Here the net rotation is 84.2°, and no choice of local spin axes removes it. Each bond is isotropic by itself, but the triangle is not. The computed values are collected in the numerical output.

Computed values

```
repulsion U_H: 4.00 eV
spin-independent hopping t0: 0.20 eV
spin-dependent hopping |t|: 0.05 eV
bond axis n: [0.3333 0.6667 0.6667] (no unit)
total hopping tau: 0.206155 eV
rotation angle theta: 28.072 degree
singlet energy, Hubbard: -0.042058 eV
triplet energy, Hubbard: 0.000000 eV
triplet spread, Hubbard: below 1e-12 eV: True
exchange J, from Hubbard gap: 0.042058 eV
exchange J: 1.5456e-03 hartree
leading-order J = 4 tau^2/U_H: 0.042500 eV
K row x: 0.037660 0.014294 -0.012095 eV
K row y: -0.012095 0.039309 0.008796 eV
K row z: 0.014294 -0.004398 0.039309 eV
J0: 0.037110 eV
D along n: 0.019792 eV
D vector: 0.006597 0.013195 0.013195 eV
Gamma: 0.004948 eV
rank-0 part, trace K / 3: 0.038759 eV
ratio D/J0: 0.5333 (no unit)
ratio Gamma/J0: 0.1333 (no unit)
m=0 shift from m=+-1, D alone: 0.002474 eV
same shift, D alone: 9.0917e-05 hartree
m=0 shift, symmetric term alone: -0.002474 eV
spin-model singlet, both terms: -0.031543 eV
spin-model triplet, both terms: 0.010514 eV
classical minimum, D alone, S1 along n: -0.00928 eV
classical minimum, D alone, S1 normal to n: -0.01051 eV
classical minimum, both, S1 along n: -0.01051 eV
classical minimum, both, S1 normal to n: -0.01051 eV
Zeeman slope, field along n: 1.0000 (no unit)
Zeeman slope, field normal to n: 0.9701 (no unit)
direct exchange J_F: -0.005 eV
triplet splitting with J_F: 0.000331 eV
triplet splitting, broken time reversal: 0.002498 eV
triangle: net rotation: 84.217 degree
triangle: upper quartet splitting: 0.004948 eV
```
